\section*{Perimeter correction to the Sharvin conductance of a hard-wall filament}

\section{A conductance used as a ruler}

A metallic filament bridges the oxide of a memory cell. If it is much shorter than the electron mean free path and its width varies smoothly, its conductance approximately counts open transverse electron modes, and one may try to infer its cross-section from a measured resistance. The Sharvin formula sets the number of modes proportional to the area $A$. But an electron wave must vanish at an impenetrable wall, so a strip along the perimeter $P$ contributes less than its area suggests. For a filament about a nanometre in radius this strip is a sizeable part of the whole.

Take a straight filament of constant cross-section $\Omega$, with free electrons of mass $m$, twofold spin and infinite potential walls. Its transverse modes satisfy
\begin{equation}
-\nabla_\perp^2\phi_n=k_n^2\phi_n,\qquad \phi_n=0\ \text{on the wall},
\end{equation}
and have energies $E=\hbar^2(k_n^2+k_z^2)/2m$. A mode is open at the Fermi wavevector $k_F$ if $k_n<k_F$. Let the mouths widen so gradually that open modes are fully transmitted, and let the filament be long enough that closed modes do not tunnel. Electrons in one mode that arrive from electrodes with occupations $f_L$ and $f_R$ carry the current
\begin{equation}
I_n=2e\int\frac{dk_z}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk_z}\,(f_L-f_R)
=\frac{2e}{h}\int dE\,(f_L-f_R)=\frac{2e^2}{h}V .
\end{equation}
The velocity has cancelled the density of states. At low temperature and small bias $V$, therefore, $G=G_0N(k_F)$, where $G_0=2e^2/h$ and $N(k)$ is the number of $k_n$ below $k$. The result to be derived is
\begin{equation}
N(k)=\frac{A k^2}{4\pi}-\frac{P k}{4\pi}+o(k),
\label{eq:law}
\end{equation}
where $o(k)$ is small compared with $k$ as $k\to\infty$ at fixed shape. The true $N$ is a staircase, and the first two terms are its smooth trend. $A$ is the area inside the hard wall.

\section{First derivation: diffusion near the wall}

Consider the sum
\begin{equation}
K(t)=\sum_n e^{-tk_n^2}=\int_\Omega p(\mathbf r,\mathbf r;t)\,d^2r,\qquad
p(\mathbf r,\mathbf r';t)=\sum_n\phi_n(\mathbf r)\phi_n(\mathbf r')e^{-tk_n^2}.
\end{equation}
The kernel $p$ solves $\partial_tp=\nabla_\perp^2p$, starts as a point source at $\mathbf r'$ and vanishes on the wall. Here $t$ has the dimension of area. At small $t$ the source explores a region of size $\sqrt t$, so it senses just the nearby wall.

Without walls, $p=e^{-|\mathbf r-\mathbf r'|^2/4t}/(4\pi t)$. For a flat wall at distance $d$, a negative image source at distance $2d$ gives
\begin{equation}
p(\mathbf r,\mathbf r;t)=\frac{1-e^{-d^2/t}}{4\pi t}.
\label{eq:image}
\end{equation}

To control the curvature, let $\Omega$ be smooth and convex, with smallest radius of curvature $\rho$. By the maximum principle, enlarging a domain cannot lower its kernel: the difference of the two kernels starts from zero and is non-negative on the smaller boundary.

\emph{Upper bound.} The tangent at the wall point nearest to $\mathbf r$ bounds a half-plane that contains $\Omega$, so Eq.~(\ref{eq:image}) bounds $p$ from above. The curve at depth $d<\rho$ has length $P-2\pi d$. Up to exponentially small terms,
\begin{align}
\int_\Omega e^{-d^2/t}\,d^2r&=\int_0^\infty(P-2\pi d)e^{-d^2/t}\,dd=\frac{P\sqrt{\pi t}}2-\pi t,\\
K(t)&\le\frac{A}{4\pi t}-\frac{P}{8\sqrt{\pi t}}+\frac14 .
\end{align}

\emph{Lower bound.} A disc of radius $\rho$ touching the wall at the nearest point fits inside $\Omega$. Inside it place a rectangle of half-width $a=\rho\,(t/\rho^2)^{1/2-\varepsilon}$, with $0<\varepsilon<1/4$, extending from depth $\sigma=a^2/\rho$ to $\sigma+\rho$. It fits for small $t$, because the disc's edge at lateral distance $a$ lies at depth $\rho-\sqrt{\rho^2-a^2}\le\sigma$. The rectangle's kernel is a product of two interval kernels. Each is at least the free kernel minus one image for each end, because that expression is non-positive at both ends. For $\sigma<d\le\rho/2$ this gives
\begin{equation}
4\pi t\,p\ge1-e^{-(d-\sigma)^2/t}-e^{-\rho^2/4t}-2e^{-a^2/t}.
\end{equation}
Deeper points are centres of inscribed squares of half-side $\rho/(2\sqrt2)$ and lose at most $4e^{-\rho^2/8t}$. For $d<\sigma$ use $p\ge0$. Since the curves at fixed depth are no longer than $P$,
\begin{equation}
K(t)\ge\frac1{4\pi t}\left[A-P\sigma-\frac{P\sqrt{\pi t}}2\right]-\text{(exponentially small)}.
\end{equation}
The term with $\sigma\propto t^{1-2\varepsilon}$ is of order $t^{-2\varepsilon}$, smaller than $t^{-1/2}$. Both bounds thus agree on
\begin{equation}
K(t)=\frac{A}{4\pi t}-\frac{P}{8\sqrt{\pi t}}+o(t^{-1/2}).
\label{eq:heat}
\end{equation}

To return to the mode count, set $E=k^2$ in this section and integrate by parts:
\begin{equation}
K(t)=\int_0^\infty e^{-tE}\,dN=t\int_0^\infty e^{-tE}N\,dE .
\label{eq:laplace}
\end{equation}
Suppose that $N=\alpha k^2+\beta k+o(k)$. Since
\begin{equation}
t\int_0^\infty e^{-tE}E\,dE=\frac1t,\qquad
t\int_0^\infty e^{-tE}\sqrt E\,dE=\frac{\Gamma(3/2)}{\sqrt t}=\frac{\sqrt\pi}{2\sqrt t},
\end{equation}
and the remainder contributes $o(t^{-1/2})$, comparison with Eq.~(\ref{eq:heat}) gives
\begin{equation}
\alpha=\frac A{4\pi},\qquad
\frac{\beta\sqrt\pi}{2}=-\frac{P}{8\sqrt\pi}\ \Rightarrow\ \beta=-\frac P{4\pi}.
\end{equation}

An ellipse with semi-axes $1.5$ and $2/3$ tests the role of the perimeter. Its eigenvalues, found by diagonalization, were summed at $t=0.04$. Solving the heat-trace formula for $P$, with a next term $1/6$ included, gave $7.04$; the geometric perimeter is $7.06$. The value $1/6$ is not derived here. For a unit disc at $t=0.01$ the sum gives $0.168$ for this term.

\section{Second derivation: counting points in a rectangle}

For a rectangle with sides $a$ and $b$ the modes are products of sines, and
\begin{equation}
k_{pq}^2=\pi^2\left(\frac{p^2}{a^2}+\frac{q^2}{b^2}\right),\qquad p,q=1,2,\ldots
\end{equation}
Let $M(k)$ be the number of all integer pairs, of either sign and including zero, with $k_{pq}\le k$. Each mode appears in four quadrants. The pairs on the axes are not modes, because their sine vanishes. Hence
\begin{equation}
M=4N+2\left\lfloor\frac{ka}\pi\right\rfloor+2\left\lfloor\frac{kb}\pi\right\rfloor+1 .
\label{eq:quadrants}
\end{equation}

It remains to find $M$ with an error smaller than $k$. The points $(\pi p/a,\pi q/b)$ form a lattice with cell area $\pi^2/ab$, and $M$ counts those in a disc of radius $k$. Let $\chi_k$ be the indicator function of this disc, and let $\varphi_\delta$ be a smooth non-negative function of unit integral supported within radius $\delta$. Then
\begin{equation}
\chi_{k-\delta}*\varphi_\delta\le\chi_k\le\chi_{k+\delta}*\varphi_\delta .
\end{equation}
Poisson summation turns the lattice sum of either bound, with $k'=k\pm\delta$, into
\begin{equation}
\frac{ab}{\pi^2}\left[\pi k'^2+\sum_{\mathbf g\ne0}\frac{2\pi k'J_1(k'g)}{g}\,\hat\varphi_\delta(\mathbf g)\right],\qquad \mathbf g=(2ap,2bq).
\end{equation}
Here $J_1$ is a Bessel function, bounded by a constant times $(k'g)^{-1/2}$, and $\hat\varphi_\delta$ cuts the sum off at $g\sim1/\delta$. The sum is therefore of order
\begin{equation}
k^{1/2}\int^{1/\delta}g^{-3/2}\,g\,dg\sim k^{1/2}\delta^{-1/2},
\end{equation}
while replacing $k'^2$ by $k^2$ costs an error of order $k\delta$. The two are equal for $\delta\sim k^{-1/3}$, so $M=abk^2/\pi+O(k^{2/3})$. Equation~(\ref{eq:quadrants}) now yields
\begin{equation}
N=\frac14\left[\frac{abk^2}\pi-\frac{2k(a+b)}\pi\right]+O(k^{2/3})
=\frac{Ak^2}{4\pi}-\frac{Pk}{4\pi}+O(k^{2/3}),
\end{equation}
because $a+b=P/2$. The pairs on the axes stand for waves that would be uniform along one side. The area term counts half of them, and the perimeter term removes that half. The lengths $g$ in the oscillating terms are those of closed billiard paths, so the steps about the trend come from waves that return in phase.

Direct enumeration for sides $1$ and $\sqrt2$, at 301 values of $k$ between 2000 and 4000, gave a largest deviation from the two terms of $0.012\,k$ among these samples; over all $k$ in this range it reaches $0.020\,k$. The perimeter coefficient is $2(1+\sqrt2)/4\pi=0.38$.

\section{What each derivation assumes}

Both require infinite walls, and both use the same reading of conductance as a mode count. They differ in what they prove about $N$.

The diffusion argument covers every smooth convex section and shows that the correction is local: each piece of wall contributes in proportion to its length. What it proves without further assumption is an average, Eq.~(\ref{eq:laplace}) with exponential weight. A two-term law for $N$ itself was assumed, and its coefficients were then determined. The lattice argument proves the law for $N$ itself and bounds the remainder, but it needs the sine products of the rectangle. For general smooth sections, a theorem not proved here supplies the missing step if the periodic billiard paths form a set of zero measure.

The disc is covered by the first argument but not the second. With $x=kR$, where $R$ is the radius, Eq.~(\ref{eq:law}) becomes
\begin{equation}
N\simeq\frac{x^2}4-\frac x2 .
\label{eq:disc}
\end{equation}
A straight-line fit to the exact $N-x^2/4$ for $15<x<59.5$ has slope $-0.500$. The rms scatter about the trend is 1.8 modes, so a single filament can deviate from it by a few conductance quanta.

The loss equals that of a dead layer of thickness $w$ with $k^2Pw/4\pi=kP/4\pi$, hence $w=1/k$. The relative loss $P/(kA)$ vanishes for wide filaments. The law fails when one dimension is comparable with $1/k$: a long slot of width $b$ with $2<kb<\pi$ has no open mode, yet for $a\gg b$ the two terms give about $ka(kb-2)/4\pi>0$.

\section{A filament of one nanometre radius}

Take $E_F=5.5$~eV, the free mass, $R=1$~nm and length $L=3$~nm, rough values in the regime of a silver conductive-bridge memory. Then $k_F=12.01$~nm$^{-1}$ and
\begin{equation}
\frac{x^2}4=36.09,\qquad\frac x2=6.01,\qquad N\simeq36.09-6.01=30.08 .
\end{equation}
The exact count is 30. The loss is 17\% of the Sharvin value, and the resistance rises from 358 to 430~$\Omega$. At $R=4$~nm, with $E_F$ unchanged, the Sharvin, two-term and exact counts are 577.4, 553.4 and 557; the relative loss is smaller, and the zero-temperature count still lies 3.6 modes off the trend. At 300~K the single steps are smeared out at this radius, and the thermally averaged count is 555.

Now use the conductance as a ruler. If 30 modes are read with the Sharvin term alone, $R=2\sqrt{30}/k_F=0.91$~nm. Equation~(\ref{eq:disc}) gives $x=1+\sqrt{1+4\times30}=12$, hence $R=1.00$~nm. So close an agreement is partly luck, because the exact count here happens to lie near the trend; a deviation of two modes would move the inferred $R$ by about 0.03~nm.

\section{When the wall is not hard}

\subsection{A finite barrier}

Let the oxide barrier lie $U$ above the Fermi level, and let $\mu$ be the ratio of oxide to metal mass. At a flat wall, a wave with normal wavevector $q$ and tangential wavevector $s$ is $\sin(qd+\delta)$ inside and decays with constant $\kappa$ outside. At the opening of a mode, $k_z=0$, continuity of the wave and of its derivative divided by mass gives
\begin{equation}
\tan\delta=\frac{\mu q}{\kappa},\qquad \kappa^2=s^2+\mu k_b^2,\qquad k_b^2=\frac{2mU}{\hbar^2}.
\end{equation}
Between two such walls a distance $W$ apart, modes obey $qW+2\delta=\pi j$ with $j=1,2,\ldots$. Their mean number up to $q$ is $(qW+2\delta)/\pi-1/2$, so each wall contributes $\delta/\pi-1/4$. With $s=k\sin\theta$ and $q=k\cos\theta$, the contribution per unit wall length is
\begin{equation}
\int_{-k}^{k}\frac{ds}{2\pi}\left(\frac\delta\pi-\frac14\right)
=-\frac{k}{4\pi}F,\qquad
F=1-\frac4\pi\int_0^{\pi/2}\delta\cos\theta\,d\theta .
\end{equation}
A hard wall has $\delta=0$ and $F=1$. As $U\to0$ with $\mu=1$, $\delta=\pi/2-\theta$, the integral equals 1, and $F=1-4/\pi<0$: the correction changes sign.

For $U=3$~eV, $F=0.11$ at $\mu=1$ and $0.43$ at $\mu=0.4$. Fits to exact counts in circular wells, with $E_F$ and $U$ fixed and $R$ varied, give 0.11 and 0.43 as well. At $R=1$~nm the exact count is 34 for both masses, so the steps hide the difference between them.

\subsection{Charge neutrality}

The hard wall also expels charge. An open mode holds $2k_z/\pi$ electrons per unit length, and summing over modes gives
\begin{equation}
n=\frac2\pi\int_0^k\frac{N(k')\,k'\,dk'}{\sqrt{k^2-k'^2}}
\simeq\frac2\pi\left[\frac A{4\pi}\frac{2k^3}3-\frac P{4\pi}\frac{\pi k^2}4\right]
=\frac{Ak^3}{3\pi^2}-\frac{Pk^2}{8\pi}.
\end{equation}
In the example $n$ is 149~nm$^{-1}$, against 184~nm$^{-1}$ for bulk density over the same area. If the ions fill radius $R$ at bulk density and $E_F$ is fixed, neutrality requires the wall to lie farther out by $D$, where $PDk^3/3\pi^2=Pk^2/8\pi$, so $D=3\pi/8k$. The added area brings $k^2PD/4\pi=(3\pi/8)\,kP/4\pi$ modes, 1.18 times the perimeter loss. Relative to the ion-core area, the leading correction is then slightly positive. In the example the neutral shift is 0.10~nm and the exact count is 36. Its closeness to the Sharvin value 36.09 is an accident of the staircase: the two-term trend at this wall radius is 37.4, and a wall radius 1\% larger gives 40 modes.

\subsection{Beside a real device}

Among the effects estimated here, those that change the hard wall matter most. In the example a finite barrier moves the count from 30 to 34, and neutrality with a hard wall moves it to 36; the two together were not computed. The other effects estimated are smaller in this example. Abrupt mouths in flat hard-wall electrodes reduce the total transmission from 30 to 29.3; interference between the two mouths moves this value between 29.0 and 29.6 as $L$ runs from 2.5 to 3.5~nm. For bulk scattering take a rough mean free path $\ell=40$~nm. The Drude conductivity $G_0k_F^2\ell/3\pi$ would give a resistance of $3L/4\ell=5.6\%$ of the Sharvin resistance, but it describes filaments much longer than $\ell$. Here $L\ll\ell$, and an electron scatters at most about once. At angle $\theta$ to the axis its path is $L/\cos\theta$, which averages to $2L$ over the incoming current. If scattering is weak and isotropic and the walls are smooth, about half of the scattered electrons return, so a classical estimate of the added resistance is $L/\ell=7.5\%$. It treats the angles as continuous, so for 30 discrete modes it gives only the rough size of the effect. Thermal smearing at 300~K changes the hard-wall count at $R=1$~nm by less than 0.01, because the nearest thresholds lie 0.2~eV from $E_F$; at $R=2$~nm it changes the count by about 0.8. Wall roughness, varying width and atomic structure are left out, and a real filament has all three. At 0.1~V the model carries 0.23~mA, or $7\times10^9$~A/cm$^2$, far above what ordinary metal wiring sustains, so heating and atomic motion may limit such a contact. An area inferred from resistance by Eq.~(\ref{eq:law}) is thus that of an equivalent ideal filament with hard walls, and need not be that of the metal core. The numerical output below lists most of the values used here; its 5.62\% for bulk scattering is the Drude value.

\section*{Computed results}
\begin{verbatim}
TESTS
disc heat-trace constant (1/6 expected): 0.1681
ellipse semi-axes: 1.500, 0.667 (length units)
ellipse perimeter, geometry: 7.0609
ellipse perimeter, from heat trace: 7.0449
rectangle worst |remainder|/k, k=2000-4000: 0.01208
rectangle worst |remainder|/k^(2/3): 0.1671
disc fitted slope in kR (-0.5 expected): -0.4999
disc mean of N minus two terms, kR=15-59.5: 0.173
disc rms scatter about that mean: 1.833 modes
electron deficit / formula at kR=50: 0.9802
EXAMPLE INPUTS (rough)
Fermi energy: 5.50 eV; radius: 1.00 nm
length: 3.00 nm; temperature: 300 K
barrier above Fermi level: 3.00 eV
oxide mass / free mass: 0.40
bulk mean free path: 40 nm; read bias: 0.10 V
HARD-WALL RESULT
Fermi wavevector: 12.0149 1/nm; k_F R: 12.0149
area: 3.1416 nm^2; perimeter: 6.2832 nm
dead layer 1/k_F: 0.0832 nm
Sharvin mode count: 36.089
perimeter loss: 6.007 modes
relative loss: 16.65 %
two-term mode count: 30.082; exact: 30
conductance quantum 2e^2/h: 77.481 uS
Sharvin: G = 2.7962 mS, R = 357.6 ohm
two-term: G = 2.3308 mS, R = 429.0 ohm
exact count: G = 2.3244 mS, R = 430.2 ohm
radius 0.5 nm: Sharvin 9.02, two-term 6.02, exact 6 modes
radius 1.0 nm: Sharvin 36.09, two-term 30.08, exact 30 modes
radius 2.0 nm: Sharvin 144.36, two-term 132.34, exact 131 modes
radius 4.0 nm: Sharvin 577.43, two-term 553.40, exact 557 modes
NEGLECTED EFFECTS
finite wall, mass 1.0: perimeter factor 0.1055, fitted 0.1087
  exact modes of the example with this wall: 34
finite wall, mass 0.4: perimeter factor 0.4274, fitted 0.4252
  exact modes of the example with this wall: 34
electrons per nm: bulk 184.03, hard wall 149.41
neutral wall shift: 0.1049 nm; formula 0.0981 nm
exact modes with neutral wall: 36
kT: 0.02585 eV; thermal mode count: 30.0007
last open threshold: 5.2974 eV
next closed threshold: 5.6941 eV
tunnelling factor of next closed mode: 1.31e-06
abrupt mouths, total transmission: 29.31
  same, coarser basis and narrower lead: 29.32
bulk scattering, added resistance / Sharvin: 5.62 %
read current: 232.4 uA; density: 7.40e+09 A/cm^2
\end{verbatim}
